The Apparent Linewidth in High-Resolution Fluorescence-Detected Absorption, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the RIXS plane to the width of a cut

### 1. The decision about broadening

Suppose a calculation of a core-level absorption spectrum has produced a list of excitation energies and strengths. Before the list can be compared with a measured curve, each entry must be given a line shape, and somebody has to decide which shape and which width. For ordinary absorption the choice is a Lorentzian whose width is the lifetime width of the core-excited state. For high-resolution fluorescence-detected absorption, called HERFD below, that choice gives lines that are appreciably too broad, unless the final state is much shorter-lived than the core-excited state or the instrumental resolution is poor compared with the lifetime widths. One simple replacement is a Lorentzian of width

W = 1/√(1/Γn² + 1/Γf²),

where Γn and Γf are the lifetime widths of the core-excited intermediate state and of the final state left after the x-ray emission. These notes derive this rule and find what it describes for one pair of states with the analyser set at the emission maximum; other cases are treated afterwards. It is the width of the Lorentzian that has the same height and the same curvature at the peak as the true line. The true width at half height is smaller, and the true line is not a Lorentzian. Both facts matter when the broadening is chosen.

### 2. States, energies and detunings

In resonant inelastic x-ray scattering (RIXS) an incident photon of energy Ω lifts the system from its ground state g to an intermediate state n with a deep core hole. A shallower electron then fills the hole, a photon of energy ω is emitted, and the system is left in a final state f with a shallower hole. The emitted intensity as a function of Ω and ω is the RIXS plane. In a HERFD measurement the analyser is held at one emission energy while Ω is scanned, so the result is a cut through the plane at constant ω.

The state energies are Eg, En and Ef. We set ħ = 1, so that energies and decay rates have the same unit. All widths are full widths at half maximum. Two detunings are convenient:

x = Ω − (En − Eg)

δ = ω − (En − Ef).

The first measures how far the incident photon is from the absorption resonance. The second measures how far the emitted photon is from the emission energy of the pair n, f. Their difference is

x − δ = Ω − En + Eg − ω + En − Ef = (Ω − ω) − (Ef − Eg).

The intermediate energy has cancelled. The quantity x − δ compares the energy left in the system, Ω − ω, with the excitation energy of the final state.

### 3. Three amplitudes

We first keep one intermediate and one final state. The three configurations that matter are the ground state with the incident photon present, the intermediate state with no photon, and the final state with the emitted photon. Their energies are Eg + Ω, En and Ef + ω. Subtracting the common energy Eg + Ω from all three leaves

ground configuration: 0

intermediate configuration: En − Eg − Ω = −x

final configuration: Ef + ω − Eg − Ω = −(x − δ).

Let cg, cn and cf be the amplitudes. The incident field couples g to n with strength V1, and the observed emission mode couples n to f with strength V2. Both can be taken real, because their phases can be absorbed into the definitions of the states.

Each hole state also decays into channels that are not followed, such as Auger decay. We assume exponential decay and describe it by adding −iΓ/2 to the energy. An isolated amplitude then evolves as exp(−iEt − Γt/2), and its population falls as exp(−Γt). The equations of motion are

i dcn/dt = (−x − iΓn/2) cn + V1 cg

i dcf/dt = (−(x − δ) − iΓf/2) cf + V2 cn.

Two small terms have been left out. The ground amplitude is hardly depleted by a weak field, so we set cg = 1. The return coupling from f to n through one weakly coupled emission mode is of higher order in V2. The total loss from n into all modes and channels is already contained in Γn.

### 4. The steady signal

With cg = 1 and cn = 0 at t = 0, the first equation has the solution

cn(t) = V1/(x + iΓn/2) · [1 − exp(ixt − Γnt/2)].

The exponential dies out after a few lifetimes. What remains can also be found by setting dcn/dt = 0:

0 = (−x − iΓn/2) cn + V1, hence cn = V1/(x + iΓn/2).

After the transients of the final amplitude have died out too, the second equation gives in the same way

0 = (−(x − δ) − iΓf/2) cf + V2 cn, hence cf = V2 cn/(x − δ + iΓf/2).

The squared magnitude of a complex number a + ib is a² + b², so

|cn|² = V1²/(x² + Γn²/4)

|cf|² = V2² |cn|²/((x − δ)² + Γf²/4).

We still need the rate at which photons appear in the observed mode. From the equation for cf and its complex conjugate,

d|cf|²/dt = −Γf |cf|² + 2V2 Im(cf* cn).

The second term on the right is the rate at which the final configuration, with its photon, is fed from n. The first is the rate at which the final hole decays. That later decay leaves the photon in place. In the steady state the left side is zero, so the feeding rate equals the decay rate, and the photon rate is

R = Γf |cf|² = V1² V2² Γf / {[x² + Γn²/4] [(x − δ)² + Γf²/4]}.

It is useful to write this with a Lorentzian of unit area,

L(y; Γ) = (Γ/2π)/(y² + Γ²/4).

Since Γf/((x − δ)² + Γf²/4) = 2π L(x − δ; Γf), the rate becomes

R = 2π V1² V2² · 1/(x² + Γn²/4) · L(x − δ; Γf).

This is the Kramers–Heisenberg result for one resonant path with a broadened final state. Multiplication by the density of photon modes turns a rate per mode into an intensity per unit emission energy. We take that density, the photon-energy factors and the matrix elements to be constant over the line. The nonresonant scattering term is also omitted.

The numerical check tests this expression by propagating the three amplitudes in time, with the return couplings included and weak couplings V1 = V2 = 10⁻³ eV. The ground amplitude is allowed to decay, and the rate Γf|cf|² is divided by the remaining ground population |cg|², which removes the slow depletion from the comparison. At five points of the plane, on and off resonance, the largest difference between this normalised rate and R was 5 × 10⁻⁷ of R.

### 5. Why a fixed analyser narrows the line

The two factors in R express two separate requirements. The first asks the incident photon to be within about Γn of the absorption resonance. The second asks the transferred energy Ω − ω to be within about Γf of the final-state energy.

Suppose that Ω is held fixed and the emission spectrum is recorded. The first factor is then a constant, and the second has its maximum at δ = x. When Ω is raised by some amount, the emission maximum therefore moves up by the same amount. An analyser that stays at one ω loses this moving line. The recorded signal falls for two reasons as Ω leaves the resonance: fewer intermediate states are excited, and their emission moves away from the analyser. The population |cn|² still has width Γn. No lifetime has become longer, and the narrowing belongs to the way in which the plane is cut. The moving emission line belongs to one discrete pair of states. Well above an absorption edge, a continuum of such pairs with a common emission energy is excited at every Ω. Their contributions add to a line that stays at that emission energy and has width Γn + Γf, by the convolution given in section 13. The moving line is seen at isolated resonances and below the edge.

### 6. The cut through the emission maximum

Let the analyser sit at the emission energy of the pair, so that δ = 0. Both factors now have their centre at x = 0, and the line shape is

K(x) = C / {[x² + Γn²/4] [x² + Γf²/4]},

where C does not depend on x. Products of this kind are easiest to handle through the reciprocal. At the peak, K(0) = C/[(Γn²/4)(Γf²/4)]. Dividing each bracket by its value at x = 0 gives

K(0)/K(x) = (1 + 4x²/Γn²)(1 + 4x²/Γf²).

Multiplying out,

K(0)/K(x) = 1 + 4x²(1/Γn² + 1/Γf²) + 16x⁴/(Γn²Γf²).

The function depends on x² and its reciprocal grows steadily with |x|. The cut therefore has one maximum, at x = 0, and falls on both sides.

### 7. The inverse-square rule

A Lorentzian ℓ(x) of full width W obeys

ℓ(0)/ℓ(x) = 1 + 4x²/W²,

because this ratio equals 2 at x = ±W/2. The reciprocal of the cut has the same form up to the term in x². Equating the coefficients of x² gives

4/W² = 4(1/Γn² + 1/Γf²)

1/W² = 1/Γn² + 1/Γf².

This is the inverse-square rule. It follows when the quartic term is dropped, which is justified close to the peak. The condition can be restated as a statement about curvature. For small x,

K(x) = K(0)[1 − 4x²/W² + terms in x⁴ and higher],

so the second derivative at the peak is K″(0) = −8K(0)/W², and

W = √(−8K(0)/K″(0)).

Thus W is an exact measure of the curvature of the cut at its peak. Whether it is also a good measure of the width at half height depends on the size of the quartic term there.

The rule resembles the addition of resistances in parallel, but with squares. The larger width contributes the smaller term, so the narrower of the two factors has the greater influence on the result.

### 8. The width at half height

To keep the quartic term, measure x in units of W/2 by setting u = 4x²/W². The quadratic term of the reciprocal is then u. In the quartic term we insert x⁴ = u²W⁴/16:

16x⁴/(Γn²Γf²) = u² W⁴/(Γn²Γf²).

Since W² = Γn²Γf²/(Γn² + Γf²), the coefficient of u² is

p = W⁴/(Γn²Γf²) = Γn²Γf²/(Γn² + Γf²)².

The whole line shape is now

K(0)/K(x) = 1 + u + pu².

At half height the left side is 2, which requires pu² + u − 1 = 0. The root with u > 0 is

u = [−1 + √(1 + 4p)]/(2p).

Multiplying numerator and denominator by 1 + √(1 + 4p) turns the numerator into (1 + 4p) − 1 = 4p, so that

u = 2/[1 + √(1 + 4p)].

Let w be the full width at half height. The half-height points are x = ±w/2, so u = w²/W² there, and

w² = 2W²/[1 + √(1 + 4p)].

For direct use we return to the first form of u and write S = Γn² + Γf² and P = Γn²Γf². Then W² = P/S and p = P/S², which gives

w² = (P/S) · (S²/2P) · [−1 + √(1 + 4P/S²)] = ½[−S + √(S² + 4P)].

Because S² + 4P = Γn⁴ + 2Γn²Γf² + Γf⁴ + 4Γn²Γf², the result is

w² = ½[−(Γn² + Γf²) + √(Γn⁴ + 6Γn²Γf² + Γf⁴)].

This is the full width at half maximum of the centred cut, without further approximation within the model.

### 9. The error of the rule

From the last section,

W/w = √{[1 + √(1 + 4p)]/2}.

For nonzero widths p is positive, so W is larger than w. The ratio grows with p, and p has an upper limit. From (Γn² − Γf²)² ≥ 0 it follows that (Γn² + Γf²)² ≥ 4Γn²Γf², hence p ≤ 1/4, with equality when Γn = Γf. Therefore

0 < W/w − 1 ≤ √[(1 + √2)/2] − 1.

The upper limit is 9.87 percent of the true width w, and it is reached for equal lifetimes.

If one width is much smaller than the other, let r be their ratio, smaller over larger. Then p = r²/(1 + r²)² ≈ r², and √(1 + 4p) ≈ 1 + 2p. The relative excess becomes

W/w − 1 ≈ √(1 + p) − 1 ≈ p/2 ≈ r²/2.

In this limit W and w both approach the smaller lifetime width. If the final state lives much longer than the intermediate state, the line is governed by Γf. If the intermediate state lives much longer, it is governed by Γn, and the fixed analyser then brings little narrowing compared with ordinary absorption.

For any nonzero pair of widths, 1/W² is larger than either 1/Γn² or 1/Γf². Hence w < W < Γn and w < W < Γf. The centred cut is narrower than both lifetime widths, including the final-state width.

## Second half: numbers, other spectra and limits of use

### 10. Symbols and results carried over

The incident photon has energy Ω and the emitted photon has energy ω. For one intermediate state n and one final state f, the detunings are x = Ω − (En − Eg) and δ = ω − (En − Ef), with ħ = 1. The lifetime widths Γn and Γf are full widths at half maximum, and L(y; Γ) is a Lorentzian of unit area and full width Γ. Apart from constant factors, the RIXS plane is

I(x, δ) = 1/(x² + Γn²/4) · L(x − δ; Γf).

The cut at δ = 0 is K(x), a product of two Lorentzians with a common centre. The Lorentzian with the same height and curvature at the peak has width W, where 1/W² = 1/Γn² + 1/Γf². The true full width at half height is w, where

w² = ½[−(Γn² + Γf²) + √(Γn⁴ + 6Γn²Γf² + Γf⁴)].

### 11. A worked example

Take the round model values Γn = 4 eV and Γf = 2 eV. They stand for no particular material. Electronvolts are the natural unit for core-level widths. The rule gives

1/W² = 1/16 + 1/4 = 0.3125 eV⁻², so W = 1.789 eV.

For the width at half height,

w² = ½[−(16 + 4) + √(256 + 6 · 16 · 4 + 16)] eV²

w² = ½[−20 + √656] eV² = 2.806 eV², so w = 1.675 eV.

In atomic units these are W = 65.7 mHartree and w = 61.6 mHartree. The rule overestimates the width by 6.8 percent of w. The program finds the half-height points of the signal obtained by time propagation, which does not use the formula for w, and also obtains 1.675 eV. The curvature at the peak, found by finite differences, gives 1.789 eV. Each of the two formulas thus describes the property assigned to it.

With Γn kept at 4 eV, other final-state widths give:

Γf = 0.4 eV: w = 0.396 eV, W = 0.398 eV, excess 0.5 percent

Γf = 1 eV: w = 0.946 eV, W = 0.970 eV, excess 2.6 percent

Γf = 4 eV: w = 2.574 eV, W = 2.828 eV, excess 9.9 percent.

The first line agrees with the estimate r²/2 = 0.005 for r = 0.1.

For one pair of states with the analyser at the emission maximum, the inverse-square rule gives the width W that matches the curvature at the peak, and it exceeds the true width at half height w by at most 9.87 percent. Still to come are the wings and a usable line shape, other ways of reading the plane, a displaced analyser, finite resolution, and spectra with several states.
